# Four crystal-field parameters for a 4f shell in D3h symmetry

In a model of a $4f^1$ ion held by three amide ligands in a plane, the seven $f$ orbitals span 190 meV. Yet the orbital whose lobes lie along the metal–nitrogen lines is only 2.27 meV above the one whose lobes lie between them. With spin–orbit coupling switched on, the term responsible for this difference shifts no level by more than 0.0073 meV. Symmetry decides which terms exist. In this model the distance dependence of the ligand field and the spin–orbit coupling decide how much each one matters; in a real complex the rank-6 terms can be much larger, for reasons given at the end.

## Conventions and statement

The lanthanide nucleus is the origin, $z$ is the threefold axis, and $x$ passes through one nitrogen. Define

$$C_{kq}(\theta,\phi)=\sqrt{\frac{4\pi}{2k+1}}\,Y_{kq}(\theta,\phi),\qquad C_{kq}^*=(-1)^qC_{k,-q},$$

with the Condon–Shortley phase. The ligands give an electron the real, spin-independent potential energy $V(\mathbf r)=\sum_{kq}v_{kq}(r)C_{kq}(\theta,\phi)$. Averaging over the normalized radial function $R_{4f}$ gives

$$B_{kq}=\int_0^\infty R_{4f}^2\,v_{kq}(r)\,r^2\,dr .$$

**Theorem.** If the whole ligand shell has $D_{3h}$ symmetry, then within the $4f$ shell, apart from a common shift,

$$H=B_{20}C_{20}+B_{40}C_{40}+B_{60}C_{60}+B_{66}\,(C_{66}+C_{6,-6}),\tag{1}$$

with four real parameters. Symmetry alone removes none of them.

The hypothesis concerns the whole shell. A planar LnN$_3$ core is not sufficient, because the silyl groups of a silylamide must also respect the horizontal mirror and the vertical planes. For $4f^n$, (1) is summed over the electrons; crystal-field terms that act on two electrons at once are not covered.

## Lemma 1: the allowed ranks

*Between $4f$ states only $k=0,2,4,6$ contribute.*

*Proof.* A product $Y_{3m}^*Y_{3m'}$ contains harmonics of rank at most $3+3=6$, so terms with $k>6$ integrate to zero. Under inversion the product is multiplied by $(-1)^3(-1)^3=1$ and $C_{kq}$ by $(-1)^k$, so odd $k$ also integrates to zero. The term $k=0$ is the common shift. ∎

Odd terms may still be present in $V$. In $D_{3h}$ the term $k=3$, $q=\pm3$ is allowed. It connects $4f$ to $5d$, a point taken up below.

## Lemma 2: the allowed components

*For even $k\le6$, $D_{3h}$ leaves $q=0$ and $q=\pm6$, with $B_{66}=B_{6,-6}$ real.*

*Proof.* Since $V=V^*$,

$$\sum_{kq}B_{kq}C_{kq}=\sum_{kq}B_{kq}^*(-1)^qC_{k,-q}\quad\Rightarrow\quad B_{k,-q}=(-1)^qB_{kq}^* .\tag{2}$$

Three symmetry operations finish the argument.

- Rotation by $120^\circ$ multiplies $C_{kq}$ by $e^{2\pi iq/3}$, so $q=0,\pm3,\pm6$.
- The horizontal mirror, $\theta\to\pi-\theta$, multiplies $C_{kq}$ by $(-1)^{k+q}$. For even $k$ this removes $q=\pm3$.
- The twofold rotation about $x$ takes $(\theta,\phi)$ to $(\pi-\theta,-\phi)$. The first change gives $(-1)^{k+q}$ and the second turns $C_{kq}$ into $C_{kq}^*=(-1)^qC_{k,-q}$. Together $C_{kq}\to(-1)^kC_{k,-q}$, so $B_{6,-6}=B_{66}$. By (2), $B_{6,-6}=B_{66}^*$, hence $B_{66}$ is real. For $q=0$, (2) makes each $B_{k0}$ real. ∎

**Lower symmetries.** In $C_{3h}$ the last operation is missing and $B_{66}$ may be complex. Turning the axes by $\delta$ multiplies it by $e^{6i\delta}$, so a suitable $\delta$ makes it real. A turn of $30^\circ$ gives $e^{i\pi}=-1$: the sign of $B_{66}$ has meaning only once the $x$ axis is stated.

A propeller twist of the ligands lowers $D_{3h}$ to $D_3$. The mirror is lost and $q=\pm3$ returns. The twofold axis requires $B_{k,-3}=B_{k3}$, while (2) requires $B_{k,-3}=-B_{k3}^*$, so $B_{43}$ and $B_{63}$ are imaginary. Pyramidalization gives $C_{3v}$. Its vertical mirror, $\phi\to-\phi$, requires $B_{k,-3}=-B_{k3}$, and with (2) these parameters are real.

## Why three ligands look like six

Because the $4f$ block ignores odd $k$, $V(\mathbf r)$ may be replaced by $\tfrac12[V(\mathbf r)+V(-\mathbf r)]$. For three coplanar nitrogens this is the field of six half-charged ones at $60^\circ$ intervals. Adding inversion to $D_{3h}$ gives $D_{6h}$, which is why the first azimuthal term has $q=6$ and not $q=3$.

This was tested with Coulomb potentials on a sphere of radius 0.08 nm, using three charges of $-0.6e$, or six of $-0.3e$, at 0.23 nm. The potentials differ by more than 10 meV somewhere on the sphere, while their $f$ matrices agree element by element within the tolerance of the test, $10^{-7}$ meV plus $10^{-5}$ of the element.

## Lemma 3: the orbital energies

Let $E_{|m|}$ be the diagonal element for $Y_{3m}$. Then

$$\begin{aligned}
E_0&=\tfrac{4}{15}B_{20}+\tfrac{6}{33}B_{40}+\tfrac{100}{429}B_{60},\\
E_1&=\tfrac15B_{20}+\tfrac1{33}B_{40}-\tfrac{75}{429}B_{60},\\
E_2&=-\tfrac7{33}B_{40}+\tfrac{30}{429}B_{60},\\
E_3&=-\tfrac13B_{20}+\tfrac3{33}B_{40}-\tfrac5{429}B_{60},
\end{aligned}\tag{3}$$

and the $|m|=3$ pair splits into

$$E_{\cos3\phi}=E_3+gB_{66},\quad E_{\sin3\phi}=E_3-gB_{66},\quad g=\frac{10\sqrt{231}}{429}\approx0.354 .\tag{4}$$

*Proof.* Put $u=\cos\theta$. The densities $|Y_{3m}|^2$ are proportional to $(5u^3-3u)^2$, $(1-u^2)(5u^2-1)^2$, $u^2(1-u^2)^2$ and $(1-u^2)^3$ for $|m|=0,1,2,3$. Integrating powers of $u$ gives

| $\lvert m\rvert$ | $\langle u^2\rangle$ | $\langle u^4\rangle$ | $\langle u^6\rangle$ |
|---|---|---|---|
| 0 | 23/45 | 13/33 | 147/429 |
| 1 | 7/15 | 53/165 | 101/429 |
| 2 | 1/3 | 5/33 | 35/429 |
| 3 | 1/9 | 1/33 | 5/429 |

Insert these in $C_{20}=(3u^2-1)/2$, $C_{40}=(35u^4-30u^2+3)/8$ and $C_{60}=(231u^6-315u^4+105u^2-5)/16$. For $m=0$, for instance,

$$\langle C_{40}\rangle=\frac18\left(\frac{455}{33}-\frac{46}{3}+3\right)=\frac{455-506+99}{264}=\frac6{33}.$$

The other entries of (3) follow by the same substitution.

The operators $C_{6,\pm6}$ change $m$ by six, so they connect only $m=3$ and $m=-3$. With $s=\sin\theta$,

$$Y_{3,\pm3}=\mp\sqrt{\frac{35}{64\pi}}\,s^3e^{\pm3i\phi},\qquad C_{66}=\frac{\sqrt{231}}{32}s^6e^{6i\phi}.$$

The phases cancel in the matrix element. Using $\int_{-1}^1(1-u^2)^6du=2048/3003$,

$$\langle3,3|C_{66}|3,-3\rangle=-\frac{35}{64\pi}\,(2\pi)\,\frac{\sqrt{231}}{32}\,\frac{2048}{3003}=-\frac{10\sqrt{231}}{429}=-g .$$

The function $(Y_{3,-3}-Y_{33})/\sqrt2$ is proportional to $s^3\cos3\phi$. Its energy is $E_3-(-gB_{66})$; the sum combination is proportional to $s^3\sin3\phi$ and has energy $E_3+(-gB_{66})$. ∎

## Completion of the proof, and the inverse formulas

Lemmas 1 and 2 give (1). To see that symmetry removes no further parameter, classify the orbitals in $D_{3h}$: $m=0$ is $A_2''$, $|m|=1$ is $E'$, $|m|=2$ is $E''$, $\cos3\phi$ is $A_1'$ and $\sin3\phi$ is $A_2'$. Each representation occurs once. By Schur's lemma an invariant operator is a number on each, and the five numbers are free. They correspond to one common shift and four parameters. ∎

The parameters follow from the levels. Give the entries for $|m|=0,1,2,3$ the weights $1,2,2,2$. The columns of (3) are then orthogonal to one another and to a constant, with squared norms $28/75$, $14/99$ and $700/5577$. Projection gives

$$\begin{aligned}
B_{20}&=\tfrac5{14}(2E_0+3E_1-5E_3),\\
B_{40}&=\tfrac37(3E_0+E_1-7E_2+3E_3),\\
B_{60}&=\tfrac{13}{70}(10E_0-15E_1+6E_2-E_3),\\
B_{66}&=\frac{E_{\cos3\phi}-E_{\sin3\phi}}{2g},
\end{aligned}\tag{5}$$

where $E_3$ is the mean of the split pair. The coefficients in each line sum to zero, so a common shift drops out.

Numerical rotation of the $f$ functions gives the same count of invariants, 5 for $D_{3h}$. It gives 6 for $C_{3h}$, where $\cos3\phi$ and $\sin3\phi$ may mix, and 7 for $D_3$ and $C_{3v}$, where $B_{43}$ and $B_{63}$ are added.

A further test used no multipole expansion. Gaussians of height $10q$ eV and form $e^{-d^2/w^2}$, with $d$ the distance from the site and $w=0.1$ nm, were placed on the ligand sites of the example below, with $q=0.6$ on N and $-0.1$ on Si. The largest forbidden even parameter was $9\times10^{-14}$ meV in $D_{3h}$, 0.064 meV with the NSi$_2$ planes at $50^\circ$ instead of $90^\circ$ to the LnN$_3$ plane, and 12.7 meV after a $10^\circ$ pyramidal tilt. The $D_{3h}$ potential also had $|B_{33}|=70$ meV, which has no matrix element inside $4f$.

## Point charges

In Gaussian units let site $L$, at distance $R_L$, carry charge $-q_Le$. An electron has energy $+q_Le^2/|\mathbf r-\mathbf R_L|$ there. For $r<R_L$ the multipole expansion gives

$$B_{kq}=\sum_Lq_Le^2\frac{\langle r^k\rangle}{R_L^{k+1}}C_{kq}^*(\theta_L,\phi_L).\tag{6}$$

At $\theta=90^\circ$, $C_{20}=-\frac12$, $C_{40}=\frac38$, $C_{60}=-\frac5{16}$, and $C_{66}=\frac{\sqrt{231}}{32}$ at each nitrogen, since $6\phi_L$ is a multiple of $360^\circ$. Three nitrogens therefore give the angular sums $-\frac32$, $\frac98$, $-\frac{15}{16}$ and $\frac{3\sqrt{231}}{32}$. Hence

$$\frac{B_{66}}{B_{60}}=-\frac{\sqrt{231}}{10}\approx-1.52\qquad\text{(three coplanar point charges)},$$

independent of charge, distance and radial function. This ratio belongs to the model; symmetry leaves the two parameters free.

## Worked example

The nitrogens lie at 0.23 nm with charge $-0.6e$. Each carries two silicon sites of charge $+0.1e$, with N–Si 0.17 nm, angle Si–N–Si $120^\circ$, and the NSi$_2$ planes perpendicular to the LnN$_3$ plane. The radial function is $R_{4f}\propto r^3e^{-\zeta_fr}$ with $\zeta_f=4.5/a_0$, so

$$\langle r^k\rangle=\frac{(8+k)!}{8!\,(2\zeta_f)^k},\qquad\langle r^2\rangle=\frac{90}{81}a_0^2=3.111\times10^{-3}\ \text{nm}^2 .$$

With $e^2=1.440$ eV nm the nitrogens alone give

$$B_{20}=-\frac32\,\frac{0.6\times1.440\times3.111\times10^{-3}}{0.23^3}\ \text{eV}=-331\ \text{meV}.$$

Including silicon, the parameters are

| | meV | cm$^{-1}$ |
|---|---|---|
| $B_{20}$ | $-316.6$ | $-2554$ |
| $B_{40}$ | 21.8 | 176 |
| $B_{60}$ | $-2.17$ | $-17.5$ |
| $B_{66}$ | 3.20 | 25.8 |

The orbital levels are $-81.0$, $-62.3$ and $-4.8$ meV for $|m|=0,1,2$, then 106.4 meV for $\sin3\phi$ and 108.7 meV for $\cos3\phi$. Equatorial negative charge makes $B_{20}$ negative and favours density along the axis. The first line of (5) recovers $\frac5{14}(-161.9-186.9-537.8)=-316.6$ meV.

The small splitting in the opening now has a cause. From rank 2 to rank 6 the radial factor in (6) is multiplied by $\langle r^6\rangle/(\langle r^2\rangle R^4)$, which is 0.010 for nitrogen. The splitting is $2gB_{66}=0.709\times3.20=2.27$ meV.

## Spin–orbit coupling

Add $\zeta\,\mathbf l\cdot\mathbf s$, with $\mathbf l$ and $\mathbf s$ in units of $\hbar$ and $\zeta=80$ meV. This term conserves $m_j$, and (1) changes it by 0 or $\pm6$. Since $|m_j|\le\frac72$, $B_{66}$ connects only $\frac52$ with $-\frac72$, and $-\frac52$ with $\frac72$. Within $j=\frac52$ it has no effect, because $m_j$ there can change by at most five.

**Proposition.** *Let $v=-gB_{66}$ be small compared with the separations of the levels it connects. Then the $m_j=\mp\frac72$ doublet shifts by*

$$\delta E=\frac{v^2}{3\zeta}\,\frac{E_3-E_2+\zeta/2}{E_3-E_2}.\tag{7}$$

*Proof.* The state $|{-3},\downarrow\rangle$ has energy $E=E_3+\frac32\zeta$. It couples through $v$ to $|3,\downarrow\rangle$, which spin–orbit coupling mixes with $|2,\uparrow\rangle$ in the block

$$h=\begin{pmatrix}E_3-\frac32\zeta&\frac{\sqrt6}{2}\zeta\\[2pt]\frac{\sqrt6}{2}\zeta&E_2+\zeta\end{pmatrix}.$$

There is no diagonal element of $v$, so the first-order shift is zero. The second-order shift is $v^2$ times the upper left element of $(E-h)^{-1}$. With $D=E-(E_2+\zeta)=E_3-E_2+\zeta/2$ and $E-(E_3-\frac32\zeta)=3\zeta$,

$$\delta E=\frac{v^2D}{3\zeta D-\frac32\zeta^2}=\frac{v^2}{3\zeta}\frac{D}{D-\zeta/2},$$

and $D-\zeta/2=E_3-E_2$. ∎

Here $v=-1.13$ meV and $E_3-E_2=112.3$ meV, so $\delta E=(1.283/240)(152.3/112.3)=0.00725$ meV. Full diagonalization also gives 0.00725 meV. For $\zeta\to0$ formula (7) diverges, because the two connected states become degenerate; (4) then applies and the shift is linear in $B_{66}$. For $\zeta\gg|E_3-E_2|$, $\delta E\to v^2/[6(E_3-E_2)]$, the result within $j=\frac72$.

The seven Kramers doublets lie at 0, 46.8, 154.7, 277.9, 307.4, 369.3 and 458.2 meV. The lowest has $m_j=\pm\frac12$ and 46% $m_l=0$ character; it holds 86% of the population at 300 K. Its energy does not depend on $B_{66}$.

## Mixing with 5d

The theorem also covers more general operators. A spin-independent, time-even one-electron operator is a real symmetric $7\times7$ matrix in the real $f$ basis, with 28 free elements. Ranks 0, 2, 4 and 6 supply $1+5+9+13=28$ matrices. They are independent, since different components are orthogonal under the trace and (3) shows that no even rank vanishes. Lemma 2 then applies unchanged.

Second-order mixing with a degenerate $5d$ shell at energy $\Delta$ above $4f$ gives $-W^\dagger W/\Delta$, where $W$ is the odd field between the shells. It is such an operator, so it alters the four parameters and adds none. With $\Delta=6$ eV and a $5d$ function $\propto r^4e^{-2.4r/a_0}$, the additions to $B_{20},B_{40},B_{60},B_{66}$ are 0.30, 0.11, 0.19 and $-0.67$ meV. The last is 21% of $B_{66}$. Its sign follows from symmetry: the $5d$ shell contains $A_1'$, $E'$ and $E''$, so $\cos3\phi$ is pushed down by $d_{z^2}$ while $\sin3\phi$ has no partner. With this gap as a common denominator no excitation energy changes by more than 0.18 meV; diagonalizing the $4f$ and $5d$ shells together, so that each $4f$ level has its own denominator, gives 0.19 meV. The additions scale as $1/\Delta$: at $\Delta=3$ eV the one to $B_{66}$ would be 42% of $B_{66}$. The splitting of the $5d$ shell by the ligands is neglected in these figures. The same point charges lower $d_{z^2}$ by 0.31 eV; with this splitting, full diagonalization gives an addition to $B_{66}$ of $-0.72$ meV at $\Delta=6$ eV and $-1.55$ meV, 49% of $B_{66}$, at 3 eV. All these sizes also depend strongly on the radial functions, as shown at the end.

## Comparison with real tris(amides)

The distance and spin–orbit constant are rough values for a cerium(III) tris(silylamide); the charges are effective choices that put $B_{20}$ at a plausible size. A real silylamide may be pyramidal or have twisted silyl groups, and it then breaks the hypothesis. For a $10^\circ$ tilt that moves the nitrogens towards $-z$, the model gives $B_{43}=13.9$ and $B_{63}=-1.96$ meV; a tilt towards $+z$ reverses both signs. Dropping these two while holding the other tilted-shell parameters fixed changes the excitations by at most 0.11 meV. With the NSi$_2$ planes twisted to $50^\circ$ from the LnN$_3$ plane, and no tilt, the corresponding change is 0.0003 meV. With both distortions the symmetry is only $C_3$, the parameters $B_{43}$, $B_{63}$ and $B_{66}$ are complex in these axes, and the change is again 0.11 meV.

These changes are small because a $q=\pm3$ term has no first-order effect on a doublet: it changes $m_j$ by three, and its element between the partners $\pm\frac32$ vanishes by time reversal. The tilt acts more strongly through $B_{20}$, whose nitrogen part is multiplied by $1-3\sin^210^\circ=0.91$, a change of 30 meV. In this model, then, a good four-parameter fit to the $4f^1$ levels would not prove that the molecule is planar. For the $10^\circ$ tilt such a fit reproduces all six excitations within 0.02 meV, but it returns $B_{66}=5.5$ meV where the tilted shell has 2.9 meV.

The rank-6 parameters depend most strongly on the radial function. Reducing $\zeta_f$ by 10%, all else fixed, multiplies $\langle r^6\rangle$ by $(10/9)^6=1.88$ and raises $B_{66}$ to 6.0 meV, while $B_{20}$ becomes $-391$ meV. Density of the model $4f$ function beyond the nitrogen radius changes the rank-6 nitrogen term by only about $10^{-4}$%. That holds for the model function only. A single exponential lacks the slowly decaying tail of a real $4f$ function, which raises $\langle r^6\rangle$ far more than $\langle r^2\rangle$. A frozen-core Hartree–Fock $4f$ orbital for Ce$^{3+}$ has $\langle r^2\rangle\approx1.4\,a_0^2$, $\langle r^4\rangle\approx4.8$–$4.9\,a_0^4$ and $\langle r^6\rangle\approx32$–$35\,a_0^6$, the ranges spanning two basis sets, against 1.11, 1.81 and 4.07 for the model. With it and the same charges, density beyond the nitrogen radius removes 12–17% of the rank-6 nitrogen term, $B_{40}\approx56$ meV, $B_{66}\approx23$ meV, the splitting is 16 meV and the largest shift due to $B_{66}$ is about 0.34 meV. With the matching $5d$ orbital and $\Delta=6$ eV, the $5d$ addition to $B_{66}$ is about $-6$ meV. The splitting of 2.27 meV and the shift of 0.0073 meV are therefore results of this model, not estimates for a real complex. Covalency, the anisotropic charge of the nitrogen lone pairs and the screening of the ligand field by the closed $5s$ and $5p$ shells are not included and have not been sized. If they respect $D_{3h}$ they change the values in (1), not its form. Covalency also spreads the $f$ orbitals onto the ligands and so alters the spin–orbit term, which is not part of (1). A magnetic field is time-odd and lies outside the theorem. The remaining values are in the numerical output.

## Computed values

```
invariants incl. barycentre: {'D3h': 5, 'C3h': 6, 'D3': 7, 'C3v': 7, 'D6h': 5}
smooth test, largest forbidden even term, D3h: 8.8e-14 meV
  same, twist 50 deg: 6.38e-02 meV
  same, tilt 10 deg: 1.27e+01 meV
  odd term |B33| in the D3h potential: 69.78 meV
R(Ln-N) = 0.23 nm, N-Si = 0.17 nm, R(Ln-Si) = 0.3477 nm
Si-N-Si angle = 120 deg, NSi2 planes upright
site charges: N -0.6 e, Si 0.1 e
e^2 = 1.439965 eV nm; 4f exponent = 4.50 / a0
<r^2> = 3.1114e-03 nm^2
<r^4> = 1.4199e-05 nm^4
<r^6> = 8.9339e-08 nm^6
B20: N only -331.414 meV, all sites -316.637 meV = -2553.8 cm^-1
B40: N only 21.442 meV, all sites 21.820 meV = 176.0 cm^-1
B60: N only -2.125 meV, all sites -2.165 meV = -17.5 cm^-1
B66: N only 3.230 meV, all sites 3.197 meV = 25.8 cm^-1
B66/B60: N only -1.5199, all sites -1.4769
orbital level m=0: -80.974 meV
orbital level |m|=1: -62.288 meV
orbital level |m|=2: -4.780 meV
orbital level cos3phi: 108.687 meV
orbital level sin3phi: 106.422 meV
cos3phi - sin3phi splitting: 2.265 meV
spin-orbit constant: 80 meV; free-ion j splitting: 280 meV
doublet 1, m_j block +-(1/2): 0.00 meV
doublet 2, m_j block +-(3/2): 46.78 meV
doublet 3, m_j block +-(5/2,-7/2): 154.65 meV
doublet 4, m_j block +-(1/2): 277.95 meV
doublet 5, m_j block +-(3/2): 307.36 meV
doublet 6, m_j block +-(5/2,-7/2): 369.32 meV
doublet 7, m_j block +-(5/2,-7/2): 458.17 meV
m_l=0 weight in ground doublet: 0.462
ground doublet population at 300 K: 0.8574
largest doublet shift due to B66: exact 7.249 ueV, second order 7.249 ueV
twist 50 deg: Im B43 -0.753, Im B63 0.0313 meV
  largest excitation change from q=3 terms: 0.318 ueV
tilt 10 deg: Re B43 13.881, Re B63 -1.957 meV
  largest excitation change from q=3 terms: 0.112 meV
4f-5d model: gap 6.0 eV, 5d exponent 2.40 / a0
  added to B20, B40, B60, B66: 0.300, 0.110, 0.188, -0.667 meV
  largest excitation change: 0.178 meV
penetration loss of the k=6 N term: 1.2e-04 %
4f exponent 10 % smaller: B20 -390.91, B40 33.26, B60 -4.07, B66 6.02 meV
```
